# Valley Repopulation and the Donor Contact Hyperfine Coupling under Strain, part 2

A phosphorus donor in silicon binds an electron in six conduction-band valleys, ordered $(+x,-x,+y,-y,+z,-z)$, with real amplitudes $c_j$, $\sum_jc_j^2=1$. The problem is how strain $\varepsilon$ changes the contact hyperfine coupling $A$ from its unstrained value $A_0$. Tensile strain and stress are positive.

The six-valley model assumes fixed 1s envelopes, orthonormal valley functions and intervalley couplings independent of strain. The coupling matrix elements are $-g$ between opposite valleys and $-f$ between perpendicular ones. Without strain, the levels are the ground singlet $A_1$ (six equal amplitudes), the doublet $E$ and the triplet $T_2$ (odd: opposite valleys have opposite amplitudes), with

$$W\equiv E(E)-E(A_1)=6f,\qquad E(T_2)-E(A_1)=4f+2g .$$

The ratio $A/A_0=(\sum_jc_j)^2/6$ is the $A_1$ weight of the ground state.

With deformation potential $\Xi_u$, a valley on axis $a$ shifts, relative to the mean, by

$$V_a=\Xi_u\Big(\varepsilon_{aa}-\tfrac13\mathrm{Tr}\,\varepsilon\Big).$$

For $\varepsilon_{xx}=\varepsilon_{yy}$, put $D=\Xi_u(\varepsilon_{zz}-\varepsilon_{xx})$ and $u=D/W$. Then $V_z=\tfrac23D$ and $V_x=V_y=-\tfrac13D$. Only the doublet state $E_z=(-1,-1,-1,-1,2,2)/\sqrt{12}$ mixes with $A_1$, through the element $\sqrt2D/3$, and

$$\frac{A}{A_0}=\frac12\left[1+\frac{1+u/3}{\sqrt{1+2u/3+u^2}}\right]=1-\frac{2u^2}{9}+\frac{4u^3}{27}+O(u^4).$$

This closed form is the valley-repopulation formula. It tends to $1/3$ for $u\to-\infty$ (two valleys) and $2/3$ for $u\to+\infty$ (four valleys).

Part (e) found that the amplitude of $E_z$ and the valley populations change in first order, while $A$ changes only in second. With amplitudes $c_A$ and $c_E$ of $A_1$ and $E_z$, the two $z$ valleys together hold

$$n_z=\frac{(c_A+\sqrt2\,c_E)^2}{3}\simeq\frac13-\frac{4u}{9}.$$

### (g) General normal strain and the direction of stress

*Find the leading loss of $A$ for arbitrary $\varepsilon_{xx},\varepsilon_{yy},\varepsilon_{zz}$. Then find its dependence on the direction of a uniaxial stress.*

**Solution.** The vector $V|A_1\rangle$ has the components $V_a/\sqrt6$. It is even, so it contains no $T_2$ part. Its overlap with $A_1$ is $\frac13\sum_aV_a=0$. It therefore lies wholly in the $E$ doublet, and both doublet states have the same gap $W$. First-order perturbation theory gives the admixed weight as the squared length of this vector over $W^2$:

$$1-\frac{A}{A_0}\simeq\frac{1}{W^2}\,\frac{2(V_x^2+V_y^2+V_z^2)}{6}=\frac{V_x^2+V_y^2+V_z^2}{3W^2}.$$

To express this through strain differences, expand the sum over the three pairs of axes:

$$\sum_{a<b}(V_a-V_b)^2=2\sum_aV_a^2-2\sum_{a<b}V_aV_b .$$

Since $(\sum_aV_a)^2=0$, one has $2\sum_{a<b}V_aV_b=-\sum_aV_a^2$. The right side is then $3\sum_aV_a^2$. With $V_a-V_b=\Xi_u(\varepsilon_{aa}-\varepsilon_{bb})$,

$$1-\frac{A}{A_0}\simeq\frac{\Xi_u^2}{9W^2}\Big[(\varepsilon_{xx}-\varepsilon_{yy})^2+(\varepsilon_{yy}-\varepsilon_{zz})^2+(\varepsilon_{zz}-\varepsilon_{xx})^2\Big].$$

For $\varepsilon_{xx}=\varepsilon_{yy}$ the bracket is $2(\varepsilon_{zz}-\varepsilon_{xx})^2$, and the earlier $2u^2/9$ returns.

In a cubic crystal with elastic constants $C_{11}$ and $C_{12}$, normal stress and strain are related by

$$\sigma_{aa}=C_{11}\varepsilon_{aa}+C_{12}\sum_{b\ne a}\varepsilon_{bb}=(C_{11}-C_{12})\,\varepsilon_{aa}+C_{12}\,\mathrm{Tr}\,\varepsilon .$$

A uniaxial stress $\sigma$ along the unit vector $\mathbf n$ has $\sigma_{aa}=\sigma n_a^2$. Taking differences, and separately summing over $a$, gives

$$\varepsilon_{aa}-\varepsilon_{bb}=\frac{\sigma(n_a^2-n_b^2)}{C_{11}-C_{12}},\qquad \mathrm{Tr}\,\varepsilon=\frac{\sigma}{C_{11}+2C_{12}} .$$

The dependence on direction is contained in

$$\sum_{a<b}(n_a^2-n_b^2)^2=2\sum_an_a^4-2\sum_{a<b}n_a^2n_b^2=3\sum_an_a^4-1 .$$

The last step uses $1=(\sum_an_a^2)^2=\sum_an_a^4+2\sum_{a<b}n_a^2n_b^2$. The factor is 2 for stress along [001], $1/2$ along [110] and zero along [111]. At equal small stress, the loss along [110] is thus a quarter of that along [001].

Stress along [111] shifts all valleys equally and causes no repopulation in this model. It does produce shear strain. Shear does not shift the valleys in first order, and its higher-order effects are left out here.

### (h) Phosphorus in silicon under 20 MPa

*A silicon crystal doped with phosphorus is compressed along [001] with 20 MPa at 4 K. Take $W=13$ meV, a $T_2$ level 12 meV above $A_1$, $\Xi_u=9.0$ eV, $A_0=120$ MHz, $C_{11}=166$ GPa and $C_{12}=64$ GPa, all of them rough typical values. Find the change of the hyperfine coupling.*

**Solution.** The valley couplings follow from part (a): $f=W/6=2.167$ meV, and $g=(12-4f)/2=1.667$ meV. Both are positive, as the argument for the ground state requires.

The strain difference and the dilation are

$$\varepsilon_{zz}-\varepsilon_{xx}=\frac{-20\ \text{MPa}}{102\ \text{GPa}}=-1.961\times10^{-4},\qquad \mathrm{Tr}\,\varepsilon=\frac{-20\ \text{MPa}}{294\ \text{GPa}}=-6.80\times10^{-5}.$$

The separate strains are $\varepsilon_{zz}=-1.534\times10^{-4}$ and $\varepsilon_{xx}=4.27\times10^{-5}$: the crystal shortens along the stress and widens across it. Then

$$D=9000\ \text{meV}\times(-1.961\times10^{-4})=-1.765\ \text{meV},\qquad u=\frac{-1.765}{13.0}=-0.1357 .$$

The $z$ valleys move by $2D/3=-1.18$ meV and the others by $-D/3=+0.59$ meV. The element that mixes $A_1$ with $E_z$ is $\sqrt2D/3=-0.83$ meV, small compared with the 13 meV gap.

In the closed form the numerator is $1-0.0452=0.9548$. The radicand is $1-0.0905+0.0184=0.9279$, and its root is $0.9633$. Hence

$$\frac{A}{A_0}=\frac12\Big(1+\frac{0.9548}{0.9633}\Big)=0.9956 .$$

The loss is $0.00443$, or $0.53$ MHz out of 120 MHz. The quadratic term alone gives $2u^2/9=0.00409$. The cubic term adds about $0.0004$ to the loss, since $u$ is negative.

The two $z$ valleys together hold $0.397$ of the electron, against $1/3$ without strain. A transfer of six per cent of the electron thus costs less than half a per cent of the contact density, which is the contrast between first and second order found in part (e).

Other stresses along [001] give the following values, with all material parameters held fixed.

| Stress (MPa) | $u$ | $A/A_0$ | $1-2u^2/9$ |
|---:|---:|---:|---:|
| −500 | −3.39 | 0.480 | −1.559 |
| −100 | −0.68 | 0.885 | 0.898 |
| −20 | −0.136 | 0.9956 | 0.9959 |
| 20 | 0.136 | 0.9963 | 0.9959 |
| 100 | 0.68 | 0.943 | 0.898 |
| 500 | 3.39 | 0.777 | −1.559 |

At 100 MPa the two signs already differ clearly. At 500 MPa the quadratic formula gives a negative density, which has no meaning, while the closed form is on its way to $1/3$ or $2/3$.

### (i) The linear term that the model omits

*Which term linear in strain does crystal symmetry allow in $A$? Estimate the stress at which it equals the quadratic term.*

**Solution.** The contact coupling is a single number and is unchanged when the strained crystal is turned by an operation of $T_d$. A linear term must therefore be an invariant linear combination of strain components. The operations permute the three axes, which leaves $\mathrm{Tr}\,\varepsilon$ as the invariant of the normal strains. Each shear component is reversed by some half-turn and cannot contribute. Thus

$$\frac{A}{A_0}=1+\kappa\,\mathrm{Tr}\,\varepsilon+(\text{second order}).$$

The absence of a linear term in the strain differences rests on symmetry and does not depend on the six-valley approximation. The absence of a dilation term does depend on it. A change of volume alters the envelope, the Bloch function at the nucleus and the central-cell potential, all of which the model holds fixed, so the model sets $\kappa=0$.

For phosphorus in silicon, $|\kappa|$ is of the order of tens. With the rough value 20, the linear term in the example is

$$20\times6.80\times10^{-5}=0.00136,$$

which is $0.33$ of the quadratic term. Depending on the sign of $\kappa$, the total loss at 20 MPa compression is then about $0.003$ or $0.006$ instead of $0.0044$.

The linear term is proportional to the stress and the quadratic one to its square. They become equal at

$$|\sigma|=0.332\times20\ \text{MPa}\simeq7\ \text{MPa},$$

where $|\varepsilon_{zz}-\varepsilon_{xx}|$ is about $6.5\times10^{-5}$. This threshold is proportional to $|\kappa|$. Below it, the response of a real crystal to stress along [001] is mainly linear. The statement that strain lowers $A$ quadratically thus applies to the part of the strain that changes the differences between the axes, and not to the total response at the smallest stress.

Two comparisons separate the effects. The mean of $A$ at $+\sigma$ and $-\sigma$ contains no odd powers of the stress, so the dilation term and the cubic term cancel. In the table, the mean of the values at $\pm20$ MPa is $0.9959$, equal to the quadratic formula at this precision. Alternatively, stress along [111] has the same trace at the same $\sigma$ but causes no relative valley shifts in first order. To first order in stress it shows the dilation term by itself.

### (j) Response of the envelopes

*The fixed envelope is an approximation, since a valley that moves up in energy binds the electron differently. Set up a radial model in which the envelopes adjust, and find how far the quadratic coefficient moves.*

**Solution.** Take an isotropic effective mass, and use the effective Rydberg $\mathrm{Ry}^*$ and Bohr radius $a^*$ as units. The four $x,y$ valleys enter with equal amplitudes, and so do the two $z$ valleys. This leaves two channels with normalized valley vectors

$$|1\rangle=\tfrac12(1,1,1,1,0,0),\qquad |2\rangle=\tfrac1{\sqrt2}(0,0,0,0,1,1).$$

The overlaps with $A_1$ are $\alpha_1=4/(2\sqrt6)=\sqrt{2/3}$ and $\alpha_2=2/\sqrt{12}=\sqrt{1/3}$. The central-cell potential is taken as a short-range attraction that acts on the $A_1$ combination alone. With $\chi_i(r)$ equal to $r$ times the envelope in channel $i$, the equations are

$$\Big[-\frac{d^2}{dr^2}-\frac2r+V_i\Big]\chi_i-U_0\,e^{-r^2/r_c^2}\,\alpha_i\sum_k\alpha_k\chi_k=\mathcal E\,\chi_i ,$$

with $V_1=-D/3$ and $V_2=2D/3$. Without strain, the $E$ state does not feel the attraction and stays at the hydrogenic energy $-1$. The depth $U_0$ is chosen so that $A_1$ lies $W$ below it. The density at the nucleus is proportional to $[\sum_i\alpha_i\chi_i'(0)]^2$ for a normalized solution.

These equations contain all s-wave states of each channel, bound and free, where the six-valley model keeps a single 1s function. The two descriptions should agree when $W$ and $D$ are small compared with the distance from 1s to 2s, which is $\frac34\mathrm{Ry}^*$. Numerical solution at $u=\pm0.05$ with $W/\mathrm{Ry}^*=0.02$ gives the quadratic coefficient $-0.2221$, in agreement with $-2/9$.

For the example, $\mathrm{Ry}^*$ is taken as 32 meV and the relative permittivity as 11.7, which gives $a^*=1.92$ nm. With central-cell radii $r_c$ of $0.19$ and $0.38$ nm the coefficient is $-0.227$ in both cases. The envelope response thus enlarges the quadratic loss by about two per cent of its value. In each of these calculations the odd part, $[A(u)-A(-u)]/(2uA_0)$, was below $0.002$ in magnitude, as expected if no linear term exists. The two per cent belongs to this isotropic-mass model and is not a bound for silicon.

It also belongs to small strain. As the central-cell attraction loses its hold on the strained state, the envelope spreads and its density at the nucleus falls. The same equations at $u=-3.39$, which is 500 MPa of compression in the example, give $A/A_0\simeq0.42$ instead of $0.48$. At $u=-20$ they give $0.22$ to $0.24$ for the two cell radii, below the fixed-envelope limit of $1/3$, and at $u=+20$ they give $0.56$ to $0.57$, below the limit of $2/3$.

### (k) Temperature, overlap and the real donor

*Size the remaining approximations for the example, and set the result beside a real device.*

**Solution.** At 4 K, Boltzmann weights of the six strained levels put a fraction $2\times10^{-14}$ of the electron in the excited 1s states. Thermal mixing within this manifold is negligible.

The valley functions were taken as orthogonal. For an isotropic hydrogenic 1s envelope of radius $a^*$, a Fourier component of the overlap at wave number $q$ carries the factor $[1+(qa^*/2)^2]^{-2}$. The smallest possible $q$ is the separation of two minima, reduced by a reciprocal-lattice vector where that shortens it. With the minima at $0.85$ of the way to the zone boundary and a lattice constant of $0.54$ nm, the factor is at most $0.007$ for opposite valleys and $6\times10^{-5}$ for perpendicular ones. The silicon envelope is shorter along the valley axis; with a length of 1.4 nm there in place of $a^*$, the factor for opposite valleys rises to about $0.02$. The $A_1$ envelope is pulled in by the central cell and is more compact than the hydrogenic one. With the isotropic $A_1$ envelope of part (j) the factor is $0.04$ to $0.05$ for opposite valleys and up to $2\times10^{-3}$ for perpendicular ones, and a shorter length along the valley axis raises the first figure further. The overlap of opposite valleys is thus a matter of several per cent. These figures limit each Fourier component, and not the sum over all of them.

The admixture of $E_z$ has a further consequence outside the contact coupling. The density $\psi^2$ contains a cross term between $A_1$ and $E_z$ that is linear in $u$. It vanishes at the nucleus but has a tetragonal shape around it, so symmetry allows a dipolar hyperfine coupling linear in the strain. Its size is not estimated here.

The example's parameters are close to those of phosphorus donors in silicon, and they are rough. Because the leading loss is proportional to $(\Xi_u/W)^2$, an error of ten per cent in $\Xi_u$ changes it by about twenty per cent. In donor spin devices, metal gates contract more than silicon on cooling and can leave strains of roughly $10^{-4}$ to $10^{-3}$ beneath them, a range that includes the strain difference used here. Such strain varies from place to place and contains shear, and the gates also apply electric fields that act on the donor; neither is included. Of the effects sized above, the dilation term is the largest at 20 MPa, where it moves the predicted loss by about a third. The valley-repopulation formula is therefore a reasonable guide to the change of the contact coupling when the stress along [001] is well above the 7 MPa found in part (i) but not much above 100 MPa. Even at 100 MPa the dilation term, about $0.007$ for $|\kappa|=20$, is 6 per cent of the loss in compression and 12 per cent in tension, and it exceeds the envelope correction of $0.003$ to $0.004$. At lower stress the formula has to be supplemented by the linear term. At higher stress it needs the response of the envelopes as well, and the two corrections are of similar size: at 500 MPa the linear term, extrapolated, is $0.034$, against an envelope correction of about $0.06$ in compression and $0.04$ in tension. The numerical output below gives most of the values used in these estimates.

## Computed results

```
INPUTS (rough, Si:P)
E above A1, W: 13.0 meV; T2 above A1: 12.0 meV
couplings f, g: 2.167, 1.667 meV
Xi_u: 9.0 eV; A0: 120 MHz
C11, C12: 166, 64 GPa
stress along [001]: -20 MPa; T: 4.0 K
SIX-VALLEY TESTS
quadratic coefficient of u: -0.22219
cubic coefficient of u: 0.14808
A/A0 limits, two and four valleys: 0.3333, 0.6667
A/A0 for the same stress along [111]: 1.000000
EXAMPLE
ezz, exx: -1.5339e-04, 4.2684e-05
ezz - exx: -1.9608e-04; trace: -6.8027e-05
D: -1.7647 meV; u = D/W: -0.13575
z-valley shift: -1.1765 meV; x,y shift: 0.5882 meV
A1-E matrix element: -0.8319 meV
population of the two z valleys: 0.39744
E admixture, 1 - A/A0: 0.004433
quadratic estimate of it: 0.004095
A/A0: 0.995567; A - A0: -0.5319 MHz
STRESS (MPa), u, A/A0, quadratic formula
 -500   -3.3937   0.47951  -1.55933
 -100   -0.6787   0.88530   0.89763
  -20   -0.1357   0.99557   0.99591
   20    0.1357   0.99629   0.99591
  100    0.6787   0.94327   0.89763
  500    3.3937   0.77719  -1.55933
NEGLECTED EFFECTS
rough dilation coefficient: 20 per unit trace
linear dilation term, |dA/A0|: 0.001361
its ratio to quadratic term: 0.332
equal sizes at |stress|: 6.65 MPa
equal sizes at |ezz-exx|: 6.515e-05
effective Rydberg: 32 meV; Bohr radius: 1.923 nm
envelope test, W/Ry=0.02: coefficient -0.22210
cell radius 0.192 nm: coefficient -0.22699, over -2/9: 1.0215
cell radius 0.385 nm: coefficient -0.22686, over -2/9: 1.0209
excited 1s population at 4.0 K: 2.00e-14
overlap bound, opposite valleys: 6.65e-03
overlap bound, perpendicular: 5.76e-05
```
